# Mean deposition current between equilibrium steps with adatom diffusion and exchange

**Q.** You want the current on a terrace bounded by two parallel steps. If ions discharge everywhere on it, why isn't the ordinary charge-transfer law enough?

**A.** Because discharge produces adatoms, and an adatom can redissolve. The local net current depends on the adatom density \(c\), which varies across the terrace.

Take a one-electron transfer from a metal ion to a neutral adatom. Let \(\eta=E-E_{\rm eq}\) be measured from the equilibrium potential of the bulk metal in the same solution, and count deposition current as positive, so that deposition needs \(\eta<0\). With \(f=e/kT\), where \(k\) is Boltzmann's constant and \(T\) the temperature, the local current density is

\[
j(x)=j_0\left[e^{-\alpha f\eta}-\frac{c(x)}{c_0}\,e^{(1-\alpha)f\eta}\right].
\]

Here \(c_0\) is the adatom density in equilibrium with the metal, \(j_0\) is the exchange current density of the terrace, and \(\alpha\) is the cathodic transfer coefficient. The second term is proportional to \(c\) because each adatom redissolves independently. The first is independent of \(c\) because the adatoms are dilute and block few sites. Solution composition and potential are taken as uniform along the surface.

**Q.** What fixes the density at the steps? Surely a more negative potential raises it there too.

**A.** Not if the steps are at equilibrium with the adatoms. An adatom joining a kink passes from a neutral surface state into the metal, and no charge crosses the interface. Equality of chemical potentials reads \(\mu_0+kT\ln c=\mu_{\rm metal}\), with no \(\eta\) in it. Hence \(c=c_0\) at both edges at every overpotential.

This needs straight steps with enough kinks, attachment that is fast compared with diffusion, and an adatom whose binding does not itself depend on potential. A partly charged adatom would violate the last condition.

**Q.** Then write the balance, and show me where a diffusion length comes from.

**A.** Let \(D\) be the adatom diffusivity. Adatoms arrive by diffusion and by net discharge, so in the stationary state

\[
D\,c''+\frac{j}{e}=0 .
\]

Define the redissolution rate per adatom and the density at which the local current vanishes:

\[
k_{\rm d}=\frac{j_0}{e c_0}e^{(1-\alpha)f\eta},\qquad c_\infty=c_0e^{-f\eta}.
\]

The second follows from setting \(j=0\), which gives \(c_\infty/c_0=e^{-\alpha f\eta}/e^{(1-\alpha)f\eta}=e^{-f\eta}\). The rate law is then

\[
j=e k_{\rm d}(c_\infty-c),
\]

and the balance becomes

\[
D c''=k_{\rm d}(c-c_\infty),\qquad
\lambda=\sqrt{\frac{D}{k_{\rm d}}}
=\sqrt{\frac{eDc_0}{j_0}}\;e^{-(1-\alpha)f\eta/2}.
\]

The length \(\lambda\) measures how far an adatom diffuses before it redissolves. It grows as \(\eta\) becomes more negative, because redissolution slows.

**Q.** Solve it without skipping the constants.

**A.** Put \(x=0\) at mid-terrace and the steps at \(x=\pm L/2\). With \(w=c-c_\infty\), the equation is \(w''=w/\lambda^2\), so

\[
w=A\cosh(x/\lambda)+B\sinh(x/\lambda).
\]

Both edges have the same \(w=c_0-c_\infty\). Subtracting the two edge conditions gives \(2B\sinh(L/2\lambda)=0\), hence \(B=0\). Either condition then gives \(A\). Writing \(u=L/2\lambda\),

\[
c(x)=c_\infty-(c_\infty-c_0)\frac{\cosh(x/\lambda)}{\cosh u}.
\]

Insert this into \(j=ek_{\rm d}(c_\infty-c)\):

\[
j(x)=ek_{\rm d}(c_\infty-c_0)\frac{\cosh(x/\lambda)}{\cosh u}.
\]

The prefactor is the rate law evaluated at \(c=c_0\):

\[
ek_{\rm d}(c_\infty-c_0)=j_0e^{(1-\alpha)f\eta}\left(e^{-f\eta}-1\right)
=j_0\left[e^{-\alpha f\eta}-e^{(1-\alpha)f\eta}\right]\equiv j_{\rm BV}.
\]

This is the Butler–Volmer current that would flow if the whole terrace stayed at \(c_0\). The integral of the profile is

\[
\frac1L\int_{-L/2}^{L/2}\cosh\frac{x}{\lambda}\,dx=\frac{2\lambda}{L}\sinh u=\frac{\sinh u}{u},
\]

so the mean current density is

\[
\boxed{\langle j\rangle=j_0\left[e^{-\alpha f\eta}-e^{(1-\alpha)f\eta}\right]\frac{\tanh(L/2\lambda)}{L/2\lambda}}
\]

**Q.** That is the current through the interface. Does the same amount of metal reach the steps?

**A.** It must in a stationary state, and the gradient confirms it. The flux into the right-hand step is

\[
-D c'(L/2)=\frac{D(c_\infty-c_0)}{\lambda}\tanh u .
\]

The left-hand edge receives the same. Dividing the two fluxes by \(L\), multiplying by \(e\), and using \(D/\lambda=k_{\rm d}\lambda\), we get

\[
\frac{2e k_{\rm d}\lambda(c_\infty-c_0)}{L}\tanh u=j_{\rm BV}\frac{\tanh u}{u}.
\]

**Q.** Does the factor \(\tanh u/u\) mean anything, or is it only the average of a hyperbolic cosine?

**A.** It is the probability that an adatom landing at a random place reaches a step before it redissolves. Let \(p(x)\) be that probability from position \(x\). During a short hop time \(\tau\) the adatom survives with probability \(1-k_{\rm d}\tau\) and moves by \(\pm a\) with equal chance:

\[
p(x)=(1-k_{\rm d}\tau)\,\tfrac12\left[p(x+a)+p(x-a)\right].
\]

Expanding to leading order gives \((a^2/2\tau)p''=k_{\rm d}p\), or \(Dp''=k_{\rm d}p\). With \(p=1\) at the steps, \(p=\cosh(x/\lambda)/\cosh u\), whose average is \(P=\tanh u/u\).

Discharge supplies \(g=j_0e^{-\alpha f\eta}/e\) adatoms per area and time, of which \(gP\) reach steps. The steps also emit adatoms. With discharge switched off, the density would be \(c_0\cosh(x/\lambda)/\cosh u\), and these emitted adatoms would redissolve at the mean rate \(k_{\rm d}c_0P\). The equation is linear, so the two streams add, and the net rate is \(P(g-k_{\rm d}c_0)=Pj_{\rm BV}/e\).

**Q.** I'd like numbers. What does this give for a real metal?

**A.** Consider silver deposited from a simple silver-salt solution onto a square, (100)-like surface at 298.15 K, where \(kT/e=25.69\) mV. I take rough, round values: \(j_0=10\) mA/cm², \(c_0=10^{13}\) cm⁻², \(D=10^{-7}\) cm²/s and \(\alpha=0.5\). The steps are 200 nm apart and \(\eta=-10\) mV.

At \(\eta=0\),

\[
\lambda_0=\sqrt{\frac{(1.602\times10^{-19})(10^{-7})(10^{13})}{0.010}}\ {\rm cm}\approx40\ {\rm nm}.
\]

The overpotential multiplies this by \(e^{0.25\times10/25.69}\approx1.10\), giving \(\lambda\approx44.1\) nm and \(u=100/44.1\approx2.27\). Then

\[
\frac{\tanh u}{u}=\frac{0.9787}{2.2667}\approx0.432,\qquad
\langle j\rangle=3.92\times0.432\approx1.69\ {\rm mA/cm^2}.
\]

The local current falls from 3.92 mA/cm² beside a step to 0.80 mA/cm² at the centre, where \(c/c_0=1.38\). Far from any step it would approach \(c_\infty/c_0=1.48\), and net discharge would stop.

Two checks use other routes. A random walk of 40,000 adatoms, started uniformly over 100 lattice positions across the spacing, gave a captured fraction of 0.430. A finite-difference solution of the balance was compared with the formula at five overpotentials from −100 to +50 mV and three spacings from 20 to 1000 nm. The largest deviation, relative to the formula, was \(1.3\times10^{-5}\).

**Q.** How does the result behave when the steps are very close or very far apart?

**A.** For \(u\ll1\), \(\tanh u/u\approx1-u^2/3\), and the current approaches \(j_{\rm BV}\). Nearly every adatom is captured, so charge transfer sets the rate. For \(u\gg1\), \(\tanh u\to1\) and

\[
\langle j\rangle\approx j_{\rm BV}\frac{2\lambda}{L}.
\]

Each step then drains a strip of effective width \(\lambda\) on either side. With \(\eta\) held at −10 mV:

| \(L\) (nm) | Captured fraction | \(\langle j\rangle\) (mA/cm²) |
|---:|---:|---:|
| 20 | 0.983 | 3.85 |
| 100 | 0.717 | 2.81 |
| 200 | 0.432 | 1.69 |
| 1000 | 0.088 | 0.35 |

At 1000 nm the wide-step formula gives \(2\times44.1/1000=0.088\), as in the table. At 20 nm nearly all adatoms are already captured, so adding steps could raise this surface-diffusion current by less than 2 %.

**Q.** Near equilibrium, would I see this as a larger charge-transfer resistance?

**A.** In a steady-state measurement, yes. To first order the bracket in \(j_{\rm BV}\) is \(-\alpha f\eta-(1-\alpha)f\eta=-f\eta\). It is already first order, so \(\lambda\) may be replaced by \(\lambda_0\). With \(u_0=L/2\lambda_0\),

\[
R=-\frac{d\eta}{d\langle j\rangle}\bigg|_{\eta=0}=\frac{kT}{e j_0}\,u_0\coth u_0 .
\]

For the example this is 6.51 Ω cm², against 2.57 Ω cm² for close steps. Reading \(j_0\) directly from the steady-state resistance would therefore make it too small by a factor of about 2.5. At high frequency the adatom density cannot follow the potential, and the resistance of the discharge reaction alone returns to \(kT/ej_0\). A measured impedance may not show this limit, because the double layer also charges. With an assumed capacitance of 20 µF/cm², its time constant is \(2.57\times20\approx51\) µs, comparable with the roughly 0.1 ms in which the adatom density adjusts.

**Q.** At large overpotential I would expect diffusion to become more limiting, since discharge is faster.

**A.** In this model the captured fraction rises instead. Faster discharge supplies more adatoms but does not shorten their lives. The redissolution rate falls, so each has longer to find a step. This holds while the adatoms stay dilute and \(D\) and \(c_0\) do not change with potential. With \(L\) held at 200 nm:

| \(\eta\) (mV) | \(\lambda\) (nm) | Captured fraction | \(\langle j\rangle\) (mA/cm²) |
|---:|---:|---:|---:|
| −60 | 71.8 | 0.634 | 18.4 |
| −30 | 53.6 | 0.511 | 6.31 |
| −10 | 44.1 | 0.432 | 1.69 |
| +10 | 36.3 | 0.360 | −1.41 |

The last row is dissolution. For \(\alpha=0.5\), \(j_{\rm BV}\) merely changes sign between −10 and +10 mV, so the difference in magnitude comes entirely from \(\lambda\).

The changing length also alters the Tafel slope. For wide steps and strong cathodic polarisation,

\[
\langle j\rangle\propto \lambda\,e^{-\alpha f\eta}\propto
e^{-\left[\alpha+(1-\alpha)/2\right]f\eta}
=e^{-\frac{1+\alpha}{2}f\eta}.
\]

The apparent transfer coefficient is thus 0.75 when \(\alpha=0.5\). The numerical terrace solution between −150 and −160 mV, for steps 10,000 nm apart, gives 0.752. The small excess is the remaining back reaction: the factor \(1-e^{f\eta}\) adds about \(e^{-155/25.69}\approx0.002\). In the model equations, \(\lambda\) overtakes \(L\) at still more negative potentials, and the coefficient returns to \(\alpha\).

This number checks the algebra, not the silver example. At −155 mV the value of \(c_0\) used above would give \(c_\infty\approx417\,c_0\), or about 3.5 adatoms per surface site, so the assumption of dilute adatoms has failed. If discharge is allowed only on empty sites, the same parameters give an apparent coefficient of 0.36 there, and at \(L=200\) nm the ratio \(\langle j\rangle/j_{\rm BV}\) peaks near −120 mV and then falls. The slope could appear on a real surface only if \(c_0\) were small enough to keep \(c_\infty\) far below the density of sites, and if no new islands formed.

**Q.** You assumed perfectly fast attachment. How fast is fast enough?

**A.** Give the step a finite attachment velocity \(\kappa\), so that \(-Dc'(L/2)=\kappa[c(L/2)-c_0]\). By symmetry \(c=c_\infty-C\cosh(x/\lambda)\), and the edge condition is

\[
\frac{DC}{\lambda}\sinh u=\kappa\left(c_\infty-c_0-C\cosh u\right).
\]

Solving for \(C\),

\[
C=\frac{c_\infty-c_0}{\cosh u}\;\frac{1}{1+(D/\kappa\lambda)\tanh u}.
\]

Since \(j=ek_{\rm d}C\cosh(x/\lambda)\), the mean current is reduced by the last factor. An equilibrium step therefore requires \((D/\kappa\lambda)\tanh u\ll1\).

If attachment is an ordinary hop of length \(a=0.29\) nm, then \(\kappa=D/a\), and the current falls by about 0.6 % (0.3 % on a discrete lattice whose last row lies half a hop from the edge). An extra attachment barrier of 0.1 eV divides \(\kappa\) by \(e^{100/25.69}\approx49\). With the barrier at both steps the current falls by 24 %; with the barrier at one edge only, as for a step-down barrier on a step train, it falls by 12 %. The assumption is safe in the first case and poor in the second.

**Q.** The steps advance while they collect atoms. How can the profile be stationary?

**A.** It is stationary in the frame of an equally spaced, moving step train, provided its motion is included. One advancing step collects the atoms deposited over one spacing, so with \(N_{\rm s}=1.19\times10^{15}\) sites/cm²,

\[
v=\frac{\langle j\rangle L}{eN_{\rm s}}\approx1800\ {\rm nm/s}.
\]

In that frame the balance gains a term \(vc'\). Reflection \(x\to-x\) changes \(v\) into \(-v\) but leaves the edge conditions and the mean current unchanged. The correction is therefore even in \(v\), with leading order \(v^2\). Numerically it is 0.0005 % here.

The profile also adjusts quickly. A disturbance that vanishes at the steps has the slowest mode \(\cos(\pi x/L)\), which decays at the rate \(k_{\rm d}+\pi^2D/L^2\). The corresponding time is 0.13 ms, while a step needs 113 ms to advance by one spacing.

**Q.** And new islands on the terrace? The centre is supersaturated.

**A.** A square island with \(s\) atoms along each side costs \(4s\varepsilon\) in edge energy and gains \(s^2\Delta\mu\), where \(\Delta\mu=kT\ln(c/c_0)\). The derivative of \(4s\varepsilon-s^2\Delta\mu\) vanishes at \(s=2\varepsilon/\Delta\mu\), where the barrier is \(4\varepsilon^2/\Delta\mu\). For an assumed \(\varepsilon=0.1\) eV per edge atom, the critical side is 24 atoms and the barrier 189 \(kT\), so with this edge energy nucleation is negligible at −10 mV. At −60 mV the centre has \(c/c_0=5.97\), and the same formula gives about 34 \(kT\). The margin shrinks rapidly with overpotential.

The conclusion depends strongly on \(\varepsilon\), because the barrier varies as its square. In simple bond counting an isolated adatom costs \(4\varepsilon\), so \(c_0/N_{\rm s}=e^{-4\varepsilon/kT}\), and the value of \(c_0\) used here corresponds to \(\varepsilon\approx0.03\) eV. The formula would then give a barrier of only about 18 \(kT\) at −10 mV, and thermal roughness of the island edge would lower it further. That is too low to keep islands away: a rough classical estimate of the nucleation rate gives hundreds of islands on a 200 nm by 200 nm patch while one monolayer is deposited, and at −30 and −60 mV the barrier drops to about 6 and 3 \(kT\), so growth would not proceed by step flow alone. Conversely, \(\varepsilon=0.1\) eV in the same bond counting implies \(c_0\approx2\times10^{8}\) cm⁻² and \(\lambda\approx0.2\) nm, less than one lattice spacing, where the continuum description fails. Solvation of the adatoms can break this link between \(c_0\) and \(\varepsilon\), so the edge energy must be known separately before islands are neglected on real silver.

**Q.** How much of the 1.69 mA/cm² would you trust on real silver?

**A.** Without measured parameters, not even its order of magnitude. The values of \(j_0\), \(c_0\) and \(D\) are uncertain by a factor of ten or more. With the others fixed, changing \(D\) tenfold down or up gives 0.55 or 3.36 mA/cm². A hop barrier near 0.4 eV, as for Ag(100) in vacuum, with an attempt rate of \(10^{13}\) s⁻¹ would give \(D\) of order \(10^{-9}\) cm²/s and a current of 0.1 to 0.3 mA/cm². Changing all three tenfold down or up together gives 0.055 or 34 mA/cm². Plating baths that contain complexing agents or additives may lie well outside these parameters.

Even with the parameters granted, several omitted effects matter. Each change below is relative to the model current and is taken separately:

- **Ohmic drop:** 1 mm of uncompensated solution at 0.1 S/cm leaves −8.57 mV at the interface and lowers the current by 16 %.
- **Ion depletion:** with enough inert electrolyte to suppress migration, a 1 mol/L silver-ion solution with a 0.1 mm stagnant layer and an assumed ion diffusivity of \(1.5\times10^{-5}\) cm²/s has a diffusion-limited current of 145 mA/cm², and the current falls by 3.5 %.
- **Unequal spacing:** alternating terraces of 100 and 300 nm lower it by 7.5 %. Each terrace contributes in proportion to \(\tanh(L_i/2\lambda)\), which is concave, so at a fixed mean spacing equal terraces carry the most current.
- **Site blocking:** an equilibrium coverage of 0.84 % lowers it by 0.6 %.

**Q.** You have left out ions that discharge straight at the step.

**A.** That may be the most serious omission for silver. Suppose an edge row of width \(a\) has an exchange rate per site \(G\) times that of the terrace, with the same \(\alpha\). It stays at equilibrium with the metal, so it adds \(Gj_{\rm BV}a/L\) to the mean current. This equals the surface-diffusion current when

\[
G=\frac{L}{a}\,\frac{\tanh u}{u}\approx298 .
\]

A step site about 300 times as active as a terrace site would double the total. The hyperbolic-tangent law would still describe the surface-diffusion part, because direct discharge leaves the edge density at \(c_0\), but it would no longer describe the measured current alone. The example cannot decide which route dominates on real silver. That requires separate knowledge of the edge and terrace exchange rates.

## Calculated quantities

```
temperature: 298.15 K; kT/e: 25.69 mV
exchange current density j0: 10.0 mA/cm2
equilibrium adatom density c0: 1.0e+13 1/cm2
adatom diffusivity D: 1.0e-07 cm2/s; alpha: 0.5
step spacing L: 200 nm; eta: -10 mV
hop distance: 0.29 nm; sites: 1.189e+15 1/cm2
equilibrium coverage: 0.84 %
diffusion length at eta=0: 40.03 nm
diffusion length at eta: 44.12 nm
redissolution rate k: 5138 1/s
u = L/(2 lambda): 2.2667; tanh u: 0.9787
capture fraction tanh(u)/u: 0.4318
capture fraction, random walk: 0.430
current without diffusion limit: 3.917 mA/cm2
mean current, formula: 1.6913 mA/cm2
mean current, numerical: 1.6913 mA/cm2
largest relative deviation, 15 cases: 1.3e-05
c_inf/c0: 1.4758; c_centre/c0: 1.3782
local current at centre: 0.803 mA/cm2
small-signal resistance: 6.506 ohm cm2
same, numerical: 6.506 ohm cm2
same, close steps: 2.569 ohm cm2
apparent transfer coefficient, wide steps: 0.752
spacing nm | capture fraction | mean current mA/cm2
   20 | 0.9832 | 3.851
   50 | 0.9051 | 3.545
  100 | 0.7166 | 2.807
  200 | 0.4318 | 1.691
  500 | 0.1765 | 0.691
 1000 | 0.0882 | 0.346
eta mV | lambda nm | capture | mean mA/cm2 | c_centre/c0
 -60 | 71.8 | 0.6343 | 18.417 | 5.968
 -30 | 53.6 | 0.5109 | 6.310 | 2.545
 -10 | 44.1 | 0.4318 | 1.691 | 1.378
  10 | 36.3 | 0.3602 | -1.411 | 0.718
mean current, D/10: 0.546 mA/cm2
mean current, 10 D: 3.360 mA/cm2
relaxation time: 0.131 ms
step velocity: 1776 nm/s; time per spacing: 113 ms
changes of the mean current by neglected effects:
ohmic drop, 1 mm at 0.1 S/cm: -16 %
  overpotential left: -8.57 mV
ion depletion, 1 mol/L, 0.1 mm layer: -3.5 %
  limiting current: 145 mA/cm2
attachment, no extra barrier: -0.64 %
attachment, extra barrier 0.1 eV: -24 %
spacings 100 and 300 nm: -7.5 %
site blocking: -0.56 %; step motion: 0.0005 %
nucleation barrier (0.1 eV/edge atom): 189 kT
  critical island side: 24 atoms
edge/terrace rate ratio for equal direct current: 298
```
